# Why px and py are not the m = ±1 states

Q: I label the three 2p orbitals by their magnetic quantum number: $p_z$ is $m=0$, $p_x$ is $m=+1$ and $p_y$ is $m=-1$. There are three orbitals and three values of $m$, so the labels fit. Do you object?

A: To the last two labels. The quantum number $m$ is the eigenvalue of $L_z$, so let us apply $L_z$ and see. Take one electron without spin in a central potential, in atomic units, so that angular momentum is counted in units of $\hbar$. The orbitals are

$$p_x=x f(r),\qquad p_y=y f(r),\qquad p_z=z f(r),$$

with the same real $f$, and

$$L_z=-i\left(x\,\partial_y-y\,\partial_x\right)=-i\,\partial_\phi .$$

This operator does not act on $f(r)$, because $x\,\partial_y f-y\,\partial_x f=f'(r)(xy-yx)/r=0$. Only the prefactors matter:

$$L_zp_x=-i(x\cdot 0-y\cdot 1)f=i\,p_y,\qquad L_zp_y=-i(x\cdot 1-y\cdot 0)f=-i\,p_x,\qquad L_zp_z=0 .$$

An eigenfunction would return a multiple of itself. $p_z$ does, with eigenvalue 0, but $p_x$ returns $p_y$, so it has no value of $m$.

Q: But $p_x$ must have something to do with $|m|=1$.

A: It has. Apply $L_z$ again:

$$L_z^2p_x=i\,L_zp_y=i(-i)p_x=p_x ,$$

and likewise $L_z^2p_y=p_y$. Both are eigenfunctions of $L_z^2$ with eigenvalue 1. The square has lost the sign that your labels try to assign.

Q: So $p_x$ is an eigenfunction of $L_z^2$ and of no other angular momentum operator?

A: That would go too far. $L_x=-i(y\,\partial_z-z\,\partial_y)$ acts neither on $x$ nor on $f$, so $L_xp_x=0$. With $L_y=-i(z\,\partial_x-x\,\partial_z)$ we get $L_yp_x=-i\,p_z$ and $L_yp_z=i\,p_x$, hence $L_y^2p_x=p_x$. Adding the three squares gives $L^2p_x=(0+1+1)p_x=2p_x$, which is $l(l+1)$ for $l=1$. So $p_x$ has a definite $L^2$, a definite $L_x$ and a definite $L_z^2$, but no definite $L_z$.

Q: Then which functions are the $m=\pm1$ states?

A: Combinations of the two:

$$L_z(p_x\pm i p_y)=i p_y\pm i(-i)p_x=\pm p_x+i p_y=\pm(p_x\pm i p_y).$$

Since $p_x$ and $p_y$ are orthogonal and normalized, each combination has squared norm 2. With the Condon-Shortley choice of signs,

$$p_{+1}=-\frac{p_x+i p_y}{\sqrt2},\qquad p_{-1}=\frac{p_x-i p_y}{\sqrt2}.$$

Subtracting gives $p_{-1}-p_{+1}=\sqrt2\,p_x$, and adding gives $p_{-1}+p_{+1}=-i\sqrt2\,p_y$. Therefore

$$p_x=\frac{p_{-1}-p_{+1}}{\sqrt2},\qquad p_y=\frac{i\,(p_{-1}+p_{+1})}{\sqrt2}.$$

Your counting was sound as far as it went: both sets span the same three-dimensional space. It does not follow that the members match one to one.

Q: What do I find if I measure $L_z$ on an electron in $p_x$?

A: The squared moduli of the coefficients are the probabilities: $+1$ with probability $1/2$ and $-1$ with probability $1/2$. For $p_y$ the result is the same. The mean is 0, the mean square is 1, and so the spread is 1.

Q: A mean of zero sounds like $p_z$.

A: The means agree, but the outcomes do not. In $p_z$ the value 0 is found with certainty; in $p_x$ it has probability zero.

Q: Then I can picture $p_x$ as a collection of atoms, half of them in $p_{+1}$ and half in $p_{-1}$.

A: That mixture has the same statistics for $L_z$, but not for $L_x$. In $p_x$, $L_x=0$ is certain. For the mixture we need the $L_x$ content of $p_{\pm1}$. Each has weight $1/2$ on $p_x$, which has $L_x=0$, and weight $1/2$ on $p_y$. Relabelling the axes cyclically, $x\to y\to z\to x$, turns "$p_x$ has $L_z=\pm1$ with equal probability" into "$p_y$ has $L_x=\pm1$ with equal probability". The two parts contain different eigenvalues of $L_x$, so they do not interfere, and $p_{+1}$ and $p_{-1}$ both give

$$P(L_x=-1,\,0,\,+1)=\tfrac14,\ \tfrac12,\ \tfrac14 .$$

The mixture gives the same three numbers. Half of its atoms would thus show $L_x=\pm1$, which $p_x$ never does. The relative phase in $p_x$ is a physical property of the state.

Q: Does the electron in $p_x$ circulate at all?

A: Let us compute the probability current $\mathbf j=\mathrm{Im}(\psi^*\nabla\psi)$, which is the full current when there is no magnetic field. A real function gives zero at once. The general combination shows what becomes of the two opposite flows. Let $\rho$ be the distance from the $z$ axis. Since $x\pm iy=\rho e^{\pm i\phi}$,

$$\psi=c_+p_{+1}+c_-p_{-1}=g\,u,\qquad g=\frac{\rho f}{\sqrt2},\qquad u=-c_+e^{i\phi}+c_-e^{-i\phi}.$$

Here $g^2=n_1$ is the density of $p_{+1}$, and also of $p_{-1}$. Along $\rho$ and $z$ the derivative acts on the real $g$ alone, so $\psi^*\partial\psi=|u|^2g\,\partial g$ is real and gives no current. Along $\phi$ we need

$$u^*\partial_\phi u=-i\left(-c_+^*e^{-i\phi}+c_-^*e^{i\phi}\right)\left(c_+e^{i\phi}+c_-e^{-i\phi}\right)=i\left(|c_+|^2-|c_-|^2\right)-i(w-w^*),$$

with $w=c_-^*c_+e^{2i\phi}$. Because $w-w^*=2i\,\mathrm{Im}\,w$, the last term equals $2\,\mathrm{Im}\,w$, which is real and drops out. The gradient along $\phi$ carries a factor $1/\rho$, so

$$j_\phi=\left(|c_+|^2-|c_-|^2\right)\frac{n_1}{\rho}.$$

For $p_x$ and $p_y$ the weights are equal and the current vanishes at every point.

Q: If the interference drops out, where does the dumbbell shape come from?

A: From the density, where the interference stays: $|u|^2=|c_+|^2+|c_-|^2-2\,\mathrm{Re}\,w$. For $p_x$, $c_+=-1/\sqrt2$ and $c_-=1/\sqrt2$, so $w=-\tfrac12e^{2i\phi}$ and $|u|^2=1+\cos2\phi=2\cos^2\phi$. The density of $p_x$ is $2n_1\cos^2\phi$, while that of $p_{\pm1}$ is a ring, $n_1$, independent of $\phi$.

Q: Can you put numbers on this?

A: Take hydrogen with a fixed point nucleus, without relativity, and try $f=Ne^{-r/2}$. From $\nabla^2(xf)=x(f''+4f'/r)=xf\left(\tfrac14-\tfrac2r\right)$,

$$\left(-\tfrac12\nabla^2-\tfrac1r\right)xf=\left(-\tfrac18+\tfrac1r-\tfrac1r\right)xf=-\tfrac18\,xf .$$

The energy is $-\tfrac18$ hartree, or $-3.401$ eV. Since $x^2$ averages to $r^2/3$ over directions, normalization requires $N^2\,\tfrac{4\pi}{3}\int_0^\infty r^4e^{-r}dr=32\pi N^2=1$. Hence $n_1=\rho^2f^2/2=\rho^2e^{-r}/(64\pi)$.

On the circle $z=0$, $\rho=2a_0=1.058$ Å, this gives $n_1=e^{-2}/(16\pi a_0^3)=0.0182$ Å$^{-3}$ all the way round for $p_{+1}$. For $p_x$ the density is $0.0363$ Å$^{-3}$ at $\phi=0$, $0.0182$ Å$^{-3}$ at $45^\circ$ and zero at $90^\circ$.

For the flow, let $J$ be the probability per unit time that crosses a half-plane ending on the $z$ axis. With $\rho=r\sin\theta$ and area element $r\,dr\,d\theta$, $p_{+1}$ has

$$J=\int\frac{n_1}{\rho}\,d\rho\,dz=\frac{1}{64\pi}\int_0^\infty r^2e^{-r}dr\int_0^\pi\sin\theta\,d\theta=\frac{2\cdot2}{64\pi}=\frac1{16\pi}.$$

Thus $\hbar J=27.2114\ \text{eV}/(16\pi)=0.541$ eV for $p_{+1}$, $-0.541$ eV for $p_{-1}$, and zero for $p_x$ and $p_y$. For any combination of $p_{+1}$ and $p_{-1}$, $J=\langle L_z\rangle/(16\pi)$, because $\langle L_z\rangle=|c_+|^2-|c_-|^2$.

Q: With no flow around the axis, $p_x$ should have less kinetic energy than $p_{+1}$.

A: It has the same. The derivatives along $\rho$ and $z$ act on $g$ alone and contribute $\tfrac12\int|u|^2\left[(\partial_\rho g)^2+(\partial_z g)^2\right]d^3r$; since $|u|^2$ is 1 for $p_{+1}$ and $2\cos^2\phi$ for $p_x$, which also averages to 1 over $\phi$, this part is equal in the two states. Only the azimuthal part could differ. The azimuthal part of the kinetic energy is $\tfrac12\int|\partial_\phi\psi|^2/\rho^2\,d^3r$. For $p_{+1}$, $|\partial_\phi\psi|^2=n_1$. For $p_x=\sqrt2\,g\cos\phi$ it is $2n_1\sin^2\phi$, whose average over $\phi$ is again $n_1$. Both give

$$\frac12\int\frac{n_1}{\rho^2}\,d^3r=\frac12\cdot\frac{4\pi}{64\pi}\int_0^\infty r^2e^{-r}dr=\frac1{16}\ \text{hartree}=1.701\ \text{eV}.$$

In $p_{+1}$ the modulus does not depend on $\phi$ and the phase does, so this is energy of flow. In $p_x$ the phase gives no current, and the same energy comes from the variation of the amplitude with angle.

Q: Which set should I use, then?

A: In the unperturbed atom of this spinless model all these states have the same energy, and either set is a valid basis. A perturbation can decide. Take

$$H'=k(x^2-y^2)+\beta L_z .$$

The first term makes $x$ and $y$ unequal, as surroundings of low symmetry can. The second is the orbital Zeeman term of a magnetic field along $z$; spin and the term quadratic in the field are left out. We work to first order within 2p. The 2s level of hydrogen is degenerate with it, but $H'$ is even under inversion and does not connect the two.

Over directions $x^4$ averages to $r^4/5$ and $x^2y^2$ to $r^4/15$, so

$$\langle p_x|x^2-y^2|p_x\rangle=\frac{4\pi}{32\pi}\cdot\frac{2}{15}\int_0^\infty r^6e^{-r}dr=\frac18\cdot\frac2{15}\cdot720=12\,a_0^2 .$$

For $p_y$ the sign is reversed. For $p_z$ the result is zero, and the off-diagonal elements vanish because their integrands are odd in a coordinate. With $\delta=12ka_0^2$ and $L_zp_x=ip_y$, the matrix in the basis $(p_x,p_y)$ is

$$H'=\begin{pmatrix}\delta&-i\beta\\ i\beta&-\delta\end{pmatrix},\qquad H'^2=(\delta^2+\beta^2)\,\mathbb 1 .$$

Its trace is zero, so the shifts are $\pm\Delta$ with $\Delta=\sqrt{\delta^2+\beta^2}$; $p_z$ is not shifted. The derivative of an eigenvalue with respect to a parameter is the expectation value of the derivative of the matrix. Hence $\langle L_z\rangle=\partial(\pm\Delta)/\partial\beta=\pm\beta/\Delta$.

If $\beta=0$ and $k\neq0$, the eigenstates are $p_x$ and $p_y$, with $\langle L_z\rangle=0$. If $k=0$ and $\beta\ne0$, they are $p_{\pm1}$, and $p_x$ is no longer stationary, however weak the field. (In real hydrogen the spin-orbit splitting of 2p, $4.5\times10^{-5}$ eV, takes over once $\beta$ falls to that size.)

Q: And if both terms are present?

A: Then the two shifted eigenstates belong to neither set, though both sets remain valid bases. Choose $k=0.001$ eV/Å$^2$ and $\beta=0.001$ eV, which is a field of about 17 T. Then

$$\delta=12(0.001)(0.52918)^2=0.00336\ \text{eV},\qquad \Delta=\sqrt{0.00336^2+0.001^2}=0.00351\ \text{eV}.$$

The last digit of $\Delta$ holds to first order only: mixing with higher p and f states lowers both levels by about $0.00001$ eV, to $+0.00349$ and $-0.00352$ eV, and leaves the numbers below unchanged. The upper state has $\langle L_z\rangle=\beta/\Delta=0.285$. It contains no $m=0$ part, so $P(+1)=(1+0.285)/2=0.643$ and $P(-1)=0.357$. Its weight on $p_x$ follows in the same way from $\partial\Delta/\partial\delta=\delta/\Delta$, the difference of the weights on $p_x$ and $p_y$: it is $(1+\delta/\Delta)/2=0.979$. A state that is 98% $p_x$ by weight thus carries $\hbar J=0.285\times0.541=0.154$ eV, more than a quarter of the flow in $p_{+1}$. These digits belong to the spinless model; the spin-orbit coupling of real hydrogen moves $\langle L_z\rangle$ to $0.289$ or $0.281$, depending on the spin direction.

Q: Is that the whole current, with the field switched on?

A: No, it is the part $\mathrm{Im}(\psi^*\nabla\psi)$. In a field the full current has a further term, proportional to the vector potential times the density. In the example above it is small: averaged over the half-planes it adds $\beta/2\pi\approx0.0002$ eV to $\hbar J$. But the term is present even for a real function, so the rule "real orbital, no current" does not carry over to an electron in a magnetic field.

Q: Does any of this carry over to d orbitals?

A: For $d_{xy}$ it does, with $m=\pm2$. Its angular factor is $xy=\tfrac12\rho^2\sin2\phi=\rho^2(e^{2i\phi}-e^{-2i\phi})/(4i)$. The two exponentials have equal weight, so $L_z$ is found to be $+2$ or $-2$ with probability $1/2$ each, and the function is again real.
